Edge-scattering resistivity of a wide two-dimensional strip

**1. The situation**

A conducting sheet is patterned into a long strip of width w. Electrons that reach an edge may leave it with less momentum along the strip than they brought, so the strip resists more than its sheet resistance and geometry predict. The question is how large the increase is when w is much larger than the bulk mean free path λ. If each edge reflects a fraction p of the electrons specularly, the answer to leading order is

ρ/ρ0 = 1 + a + O((λ/w)²), a = 4(1−p)λ/(3πw). (1)

Here ρ is the width-averaged resistivity and ρ0 its value in an unbounded sheet. In two dimensions both are sheet resistances, in ohm.

The strip occupies 0 < y < w, and the current flows along x. The model assumes a degenerate electron gas with a circular Fermi line, uniform density, no magnetic field, linear response, classical motion between collisions, a single relaxation time for all angular harmonics of the distribution (isotropic scattering), and a length much greater than λ. The coefficient in (1) depends on the single relaxation time. The specularity p is independent of angle, and the remaining fraction 1−p is re-emitted with equal occupation in all outgoing directions. Section 6 relaxes some of these assumptions.

**2. The kinetic equation**

Let the electron charge be −e, the field E point along +x, and θ be the angle of the velocity from x. Write the distribution as f = f0 + f1, with f0 the equilibrium function of energy ε. The force is −eE, and ∂f0/∂kx = ħvx ∂f0/∂ε, so to first order in E

vy ∂f1/∂y − eE vx ∂f0/∂ε = −f1/τ.

Here τ is the relaxation time and λ = vF τ, with vF the Fermi velocity. Define a dimensionless deviation g by

f1 = −eEλ (−∂f0/∂ε) g(y,θ).

Insert this, divide by −eEλ(−∂f0/∂ε), and multiply by τ. With vx = vF cos θ and vy = vF sin θ,

λ sin θ ∂g/∂y + g = cos θ. (2)

Far from any edge g = cos θ. The minus sign in the definition of g expresses that electrons drift against the field; the current still points along it, because the charge is negative too. With D the total density of states per area at the Fermi energy,

jx = −e ∫dε D ∫₀^{2π} (dθ/2π) vx f1 = e²D vF λ E (1/2π) ∫₀^{2π} g cos θ dθ.

For g = cos θ the angular average is 1/2, so σ0 = e²D vF λ/2. The local current relative to bulk is therefore

J(y) = (1/π) ∫₀^{2π} g cos θ dθ. (3)

The collision term −f1/τ needs a justification. Isotropic scattering returns electrons to all angles equally, and the term should read −(g−ḡ)/τ, where ḡ is the angular mean of g. Reversing vx means replacing θ by π−θ. This leaves sin θ and the edge rules unchanged but reverses the source cos θ. Hence [g(θ) − g(π−θ)]/2 solves the same problem as g. It carries the same current, because the discarded part is even under the reversal and drops out of (3). We may thus take g to be odd, and then ḡ = 0. The in-scattering term vanishes, no charge accumulates, and no transverse field appears.

**3. Edge conditions and solution**

At y = 0 the outgoing directions have sin θ > 0. The edge condition is

g(0,θ) = p g(0,−θ) + (1−p)G.

The constant G follows from particle conservation. Let F be the incoming flux, ∫|sin θ| g dθ over incoming angles. The outgoing flux is pF + 2(1−p)G, since ∫₀^π sin θ dθ = 2. Equating it to F gives G = F/2. But g is odd under θ → π−θ while |sin θ| is even, so F = 0 and G = 0. Diffusely emitted electrons carry no average momentum along x.

Let 0 < θ < π, s = sin θ, k = w/λ and q = exp(−k/s). The solutions of (2) for upward and downward motion are

g(y,θ) = cos θ [1 + A exp(−y/(λs))],
g(y,−θ) = cos θ [1 + B exp(−(w−y)/(λs))].

The conditions at the lower and upper edges are

1 + A = p(1 + Bq), 1 + B = p(1 + Aq).

Their difference is (A−B)(1+pq) = 0, so A = B. Then A(1−pq) = −(1−p), or

A = −(1−p)/(1−pq). (4)

**4. Width average and the leading term**

Insert both halves into (3):

J(y) = (1/π) ∫₀^π cos²θ {2 + A[exp(−y/(λs)) + exp(−(w−y)/(λs))]} dθ.

The constant 2 gives J = 1, because ∫₀^π cos²θ dθ = π/2. Each exponential has the same width average,

(1/w) ∫₀^w exp(−y/(λs)) dy = (s/k)(1−q).

The field is uniform across the strip, so the average of J is σ/σ0. Folding the range 0 to π onto 0 to π/2 supplies another factor of two:

σ/σ0 = 1 − [4(1−p)/(πk)] ∫₀^{π/2} cos²θ sin θ (1−q)/(1−pq) dθ. (5)

This holds at any width within the model. For k ≫ 1, q is small at every angle, since s ≤ 1 implies q ≤ exp(−k). Dropping q and setting u = cos θ,

∫₀^{π/2} cos²θ sin θ dθ = ∫₀¹ u² du = 1/3,

so σ/σ0 ≈ 1 − 4(1−p)/(3πk) = 1 − a. Inversion gives 1/(1−a) = 1 + a + a² + …, which proves (1).

Momentum balance gives the same coefficient and shows its meaning. Multiply (2) by cos θ/π and integrate over angle:

λ dΠ/dy + J = 1, Π(y) = (1/π) ∫₀^{2π} sin θ cos θ g dθ.

Averaging over the width,

1 − σ/σ0 = (λ/w)[Π(w) − Π(0)]. (6)

The lost current is thus the momentum delivered to the edges. In a wide strip arriving electrons have their bulk distribution, g = cos θ, and a fraction 1−p of their x momentum is lost. Each edge contributes

(1−p)(1/π) ∫₀^π cos²θ sin θ dθ = 2(1−p)/(3π),

and two edges give 4(1−p)/(3π).

Near the lower edge of a wide strip the upper edge can be ignored, and

J(y) = 1 − (1−p)(2/π) ∫₀^{π/2} cos²θ exp(−y/(λs)) dθ. (7)

At y = 0 the integral is π/4, hence J = (1+p)/2. Half the carriers at the edge are arriving with full bulk drift, and half are leaving with a fraction p of it.

**5. Accuracy and the narrow limit**

The error made by dropping q follows from the identity

(1−q)/(1−pq) = 1 − (1−p)q/(1−pq).

Equation (5) becomes σ/σ0 = 1 − a + R, with

R = [4(1−p)²/(πk)] ∫₀^{π/2} cos²θ sin θ q/(1−pq) dθ.

R is not negative. Using q ≤ exp(−k) inside the integral gives the bound

R ≤ 4(1−p)² exp(−k)/{3πk[1−p exp(−k)]}. (8)

The conductivity therefore has no k⁻² term. The a² in the resistivity comes from taking the reciprocal.

For p < 1 the size of R at large k follows from Laplace's method. The integrand is concentrated near θ = π/2, among electrons crossing almost straight from edge to edge. Put θ = π/2 − φ, so that cos²θ ≈ φ², s ≈ 1 in the prefactor, and 1/s ≈ 1 + φ²/2 in the exponent. Then the integral tends to

exp(−k) ∫₀^∞ φ² exp(−kφ²/2) dφ = √(π/2) k^(−3/2) exp(−k),

R ≈ √(8/π) (1−p)² k^(−5/2) exp(−k).

For p = 0.2, high-precision quadrature gives 0.877 of this law at k = 40 and 0.935 at k = 80. The law is thus only approximate at moderate k, whereas the bound (8) holds at every k.

In the opposite limit, k ≪ 1 with fixed p < 1, the leading formula fails because electrons cross the strip without a bulk collision. Write (5) as

σ/σ0 = (4/π) ∫₀^{π/2} cos²θ [1 − (1−p)(s/k)(1−q)/(1−pq)] dθ.

At angles where x = k/s is small, 1−q ≈ x − x²/2 and 1−pq ≈ 1−p+px. The square bracket becomes

1 − (1 − x/2)[1 − px/(1−p)] ≈ x(1+p)/[2(1−p)].

Integration over 1/s gives a logarithm. The expansion needs both x ≪ 1 and px ≪ 1−p, so the cut-off lies where s is comparable with k/(1−p). When ln(1/k) is large compared with ln[1/(1−p)], which for p near 1 requires very small k,

σ/σ0 ≈ (2k/π)[(1+p)/(1−p)] ln(1/k), to logarithmic accuracy.

Electrons travelling nearly parallel to the edges supply the logarithm. A linear extrapolation of (1) cannot reproduce it.

A finite-difference solution of the Boltzmann equation, with the edge rules imposed directly, was compared with (5) for (k,p) = (0.5, 0), (0.5, 0.6), (2, 0.2) and (5, 0.5). The largest difference in σ/σ0 was 3.7×10⁻⁸. Extrapolating k(ρ/ρ0−1) from k = 10 and 20 gave coefficients of 0.4240 for p = 0 and 0.2122 for p = 0.5; formula (1) gives 0.4244 and 0.2122. The small gap at p = 0 is expected. With c = 4(1−p)/(3π), the quantity being extrapolated is c + c²/k + c³/k² + …, and the two-point rule removes c²/k but leaves −c³/200, or −0.0004.

**6. Changes to the assumptions**

Unequal edges. In a wide strip the edges act independently, and each contributes 2(1−p)/(3πk) with its own specularity. For values p1 and p2,

a = 2(2−p1−p2)λ/(3πw).

Angle-dependent specularity. If p depends on θ but is unchanged by θ → π−θ, the diffuse emission still carries no x momentum. The factor 1−p then moves inside the integral:

a = (4λ/(πw)) ∫₀^{π/2} [1−p(θ)] cos²θ sin θ dθ.

Three-dimensional metals. A metal line with a spherical Fermi surface needs another average, even if its top and bottom faces are perfectly specular. Let n be the unit velocity vector. The bulk current normalization is 3/(4π), and the loss per side wall is

(1−p)(3/4π) ∫_{ny>0} nx² ny dΩ = (1−p)(3/4π)(π/4) = 3(1−p)/16.

Two walls give 3(1−p)λ/(8w). The coefficient is 0.375 instead of 0.424, so (1) should be kept for conductors with a circular Fermi line.

Unequal relaxation of angular harmonics. The rate 1/τ that sets the bulk resistivity belongs to the first harmonic, cos θ. Edges also create higher harmonics. Let all of these relax r times faster, with λ still defined by the first. For odd g the equation becomes

λ sin θ ∂g/∂y + r[g − (1−1/r)J cos θ] = cos θ. (9)

In the bulk J = 1 and g = cos θ, as before. Multiplying by cos θ/π and integrating turns the collision term into r[J − (1−1/r)J] = J, so the momentum balance (6) survives unchanged.

In a wide strip, r > 1 makes the edge loss smaller. To see why, let h = g/cos θ. Along a trajectory h relaxes towards [1+(r−1)J]/r, and J is the average of h with weight cos²θ/π. Starting an iterative solution from h = 0, neither this target nor edge reflection can raise h above 1. Thus J ≤ 1, and where J < 1 electrons relax towards less than the bulk drift. In a wide strip, electrons arriving at an edge have h = 1 if r = 1, but h < 1 if r > 1. They then bring less momentum to the edge, so the loss in (6) falls. The argument does not extend to narrow strips, where electrons arrive before h has relaxed. There a larger r can increase the loss instead: for k = 0.05 and p = 0, σ/σ0 falls from 0.116 at r = 1 to 0.104 at r = 2.

Equation (9) can be checked through the decay of the edge layer. Insert g ∝ exp(−κy/λ) for the deviation from bulk, and put b = 1−1/r. Then (r−κ sin θ)g = rbJ cos θ. Applying (3) gives

1 = (rb/π) ∫₀^{2π} cos²θ/(r−κ sin θ) dθ = 2rb/[r+√(r²−κ²)].

Hence √(r²−κ²) = r(2b−1), and for b > 1/2

κ = 2r√(b(1−b)).

For r = 10 this gives κ = 2 × 10 × √(0.9 × 0.1) = 6. The finite-difference solution for k = 5 and p = 0 gave 6.000.

**7. Worked example: a doped graphene strip**

Graphene has a nearly circular Fermi line at moderate doping, as the model requires. Its scattering is not isotropic, however, so the figures in this section are those of the single-relaxation-time model; Section 8 estimates the change. The inputs are rough typical values for a heavily doped sheet on a substrate: density n = 10¹³ cm⁻², mobility μ = 4000 cm²/Vs and temperature 300 K. The width is 1000 nm. The specularity p = 0.2 is a choice representing mostly diffuse edges.

Spin and valley give a fourfold degeneracy, so n = kF²/π and kF = √(πn) = 0.5605 nm⁻¹. The density of states is D = 2kF/(πħvF). Inserting it into σ0 = e²DvFλ/2 gives

σ0 = 2e²kFλ/h, ρ0λ = h/(2e²kF) = 23027 Ω nm.

The bulk sheet resistance is ρ0 = 1/(neμ) = 156.04 Ω. Therefore

λ = 23027/156.04 = 147.6 nm, λ/w = 0.1476,
a = 4 × 0.8 × 0.1476/(3π) = 0.0501.

The leading increase is 5.01 %, or 7.8 Ω per square, and the strip has a sheet resistance of about 163.9 Ω. The full expression (5) gives 5.27 %. The term a² supplies 0.25 percentage points of the difference. With k = 6.8, the bound (8) puts R below 5×10⁻⁵, so 1/(1−a) is ample here. The local current is 0.60 of its bulk value at an edge and 0.95 one mean free path inside.

The leading added sheet resistance, ρ0a = 4(1−p)ρ0λ/(3πw), does not contain λ separately. To leading order in λ/w, at fixed density, width and p, a cleaner sheet therefore has the same added resistance but a larger relative increase. This holds only while the ratio r of harmonic rates stays fixed. If electron-electron collisions contribute, r grows with λ and the added resistance of a wide strip falls as the sheet becomes cleaner.

With λ and p held fixed, the width changes the result as follows:

- w = 3000 nm: leading 1.67 %, full 1.70 %.
- w = 1000 nm: leading 5.01 %, full 5.27 %.
- w = 300 nm: leading 16.7 %, full 19.2 %.
- w = 150 nm: leading 33.4 %, full 39.6 %.

At 150 nm the reciprocal 1/(1−a) would predict an increase of 50 %, further from the full result than the leading term is. R is no longer negligible there. An implementation should use the integral (5) when (8) is not small compared with the required accuracy. The integrand is smooth if its value at θ = 0 is set to zero.

**8. What the example neglects**

The largest calculated correction comes from the collision term. Graphene's two-component wavefunction multiplies the scattering probability through angle φ by (1+cos φ)/2. For short-range scatterers that keep electrons in their valley, the relaxation rate of harmonic m is proportional to

∫₀^{2π} (1+cos φ)(1−cos mφ) dφ.

This is π for m = 1 and 2π for m ≥ 2, so r = 2. At fixed λ, equation (9) then gives an increase of 4.62 % instead of 5.27 %.

Electron-electron collisions that conserve momentum also relax the higher harmonics, in a degenerate gas the even ones faster than the odd ones, without changing the first. An order-of-magnitude estimate of their length is

l = ħvF EF/(kBT)² ≈ 0.4 µm,

using vF = 10⁶ m/s, EF = 0.369 eV and kBT = 0.0259 eV. If every higher harmonic relaxes at this additional rate, r = 1 + λ/l ≈ 1.4 and the increase is about 5.0 %. Both effects together give about 4.4 %, a reduction of the edge correction by about 16 % of its value. The estimate of l omits numerical and logarithmic factors, so the combined figure indicates a size.

Thermal smearing acts in the other direction if λ is proportional to energy, λ(ε) = Cε. This is a separate scattering assumption, not to be combined with the short-range estimate above. Let ⟨…⟩ denote an average weighted by −∂f0/∂ε. In a linear band the bulk current is weighted by ελ and the edge loss by ελ². Fixed density requires ⟨ε²⟩ = EF² when thermally excited holes are neglected. Fixed bulk conductivity then sets CEF equal to the λ used above. The edge term is multiplied by

⟨ε³⟩/EF³ ≈ 1 + (π²/2)(kBT/EF)².

The numerical value is 1.024, a rise of 2.4 % of the edge term.

Two further scales indicate how good the classical circular model is. The band energy varies by ±2 % around the Fermi circle through trigonal warping, and the strip carries 178 transverse modes per spin and valley. Their effects on the edge term were not calculated; these numbers suggest that they are small.

Finite length matters in a two-terminal measurement. With N = kFw/π modes per spin and valley, the ideal contact resistance is

Rc = h/(4e²N) = 36.2 Ω.

The edge term adds 7.82 L/w ohm over a length L. The two are equal at L = (36.17/7.818) × 1 µm = 4.6 µm. Real metal contacts usually add more than this ideal value, which makes that length greater. A much longer strip or separate voltage probes reduce the influence of the contacts. Separating the edge term from the bulk resistance also requires ρ0, for example from strips of different widths.

For a real device, the specularity must be determined separately; here it was simply chosen. Changing p from 0.2 to 0 raises the leading increase from 5.0 % to 6.3 %, while p = 1 removes it. Real sheets also break the assumption of equal relaxation. For the short-range scatterers and the rough electron-electron rate assumed above, this moves the calculated 5.3 % to about 4.4 %; other scatterers give other values. A gate can accumulate charge near the edges and break the assumption of uniform density. If the density is inferred from the capacitance of a wide sheet, the resulting error in the resistance can exceed the edge term. That effect is not included in any of these figures and needs an electrostatic calculation for the actual geometry. The complete numerical output follows.

Computed results

```
largest solver-formula difference in sigma/sigma0: 3.7e-08
p=0.0: extrapolated coefficient 0.4240, formula 0.4244
p=0.5: extrapolated coefficient 0.2122, formula 0.2122
remainder / asymptotic law at w/lambda=40: 0.8774
remainder / asymptotic law at w/lambda=80: 0.9345
edge-layer decay rate x lambda, higher harmonics 10x faster: solver 6.000, theory 6.000
density: 1.0e+13 cm^-2
mobility: 4000 cm2/Vs
width: 1000 nm
specularity p: 0.2
temperature: 300 K
Fermi velocity: 1.0e+06 m/s
carbon bond length: 0.142 nm
Fermi wavenumber: 0.5605 nm^-1
Fermi energy: 0.3689 eV
thermal energy kT: 0.02585 eV
mean free path: 147.6 nm
lambda/w: 0.1476
bulk sheet resistance: 156.04 ohm
rho0*lambda: 23027 ohm nm
leading relative increase: 5.010 %
full-model relative increase: 5.274 %
second-order term a^2: 0.251 %
leading added sheet resistance: 7.818 ohm
sheet resistance of strip, leading: 163.86 ohm
local current at edge / bulk: 0.600
local current one lambda from edge / bulk: 0.954
w=150 nm: leading 33.40 %, full 39.63 %
w=300 nm: leading 16.70 %, full 19.21 %
w=1000 nm: leading 5.01 %, full 5.27 %
w=3000 nm: leading 1.67 %, full 1.70 %
increase for p=0, leading: 6.263 %
higher/first harmonic rate from spinor overlap: 2.000
increase with spinor overlap: 4.620 %
electron-electron length (order of magnitude): 363 nm
increase with electron-electron collisions: 4.962 %
increase with both: 4.436 %
thermal factor on the edge term: 1.0239
trigonal warping amplitude: 1.99 %
transverse modes per spin and valley: 178
ballistic contact resistance: 36.17 ohm
length where contact equals edge term: 4.63 um
```
